# When gate-dependent contacts make two-terminal mobility too high

Take a transistor whose channel resistance falls with gate overdrive \(v\) as \(1/v\), and whose contacts add a resistance \(a/v^4\), all in scaled units. The conductance and its slope are

\[
G=\frac{1}{1/v+a/v^4}=\frac{v^4}{v^3+a},\qquad
\frac{dG}{dv}=\frac{4v^3(v^3+a)-3v^6}{(v^3+a)^2}=\frac{v^6+4av^3}{(v^3+a)^2}.
\]

Without contacts \(G=v\), and the slope is 1. With \(a=1/2\), at \(v=1\), the conductance is \(2/3\) but the slope is \(3/(9/4)=4/3\). The contacts lower the current and raise the transconductance. Field-effect mobility is read from the slope, so here it comes out one third too high.

The argument that contacts can only reduce the extracted mobility confuses these two quantities. An added resistance lowers \(G\), but it need not lower \(dG/dv\) if the gate is removing that resistance. It remains to show that a Schottky contact can be steep enough.

## A Schottky device

Atomic units are used in the algebra, eV and Å in the numbers. Let \(V\) be the gate overdrive energy measured from the true threshold, \(n=CV\) the electron density, and \(\mu\) a constant channel mobility. The drain bias is infinitesimal. For length \(L\) and width \(W\),

\[
R_{\rm ch}=\frac{L}{Wn\mu},\qquad G=\frac{1}{R_{\rm ch}+R_c},\qquad
\mu_{\rm FE}=\frac{L}{WC}\frac{dG}{dV},
\]

where \(R_c\) is the resistance of both contacts together.

The model channel has one parabolic band with mass \(m=0.5\) and degeneracy \(g=2\). Its density of states is \(D=gm/2\pi\). With the Fermi level \(u\) above the band edge, integrating the Fermi function over the band gives \(n=DkT\ln(1+e^{u/kT})\), which tends to \(n=Du\) when \(u\gg kT\).

At the metal the band edge is pinned at \(\phi=0.12\) eV above the Fermi level. It relaxes into the channel over \(\lambda=40\) Å:

\[
E_c(z)=-u+He^{-z/\lambda},\qquad H=\phi+u .
\]

Raising \(u\) leaves the barrier top fixed but thins the barrier at the Fermi level.

**Transmission.** An electron with kinetic energy \(w\) in the direction of transport, measured from the channel band edge, meets a barrier \(y=He^{-z/\lambda}-w\) above its own energy. Since \(dz=-\lambda\,dy/(y+w)\), the tunnelling exponent for \(w<H\) is

\[
2S=2\lambda\sqrt{2m}\int_0^{h}\frac{\sqrt y\,dy}{y+w},\qquad h=H-w .
\]

Setting \(y=q^2\) turns the integrand into \(2q^2/(q^2+w)=2-2w/(q^2+w)\), so

\[
2S=4\lambda\sqrt{2m}\left(\sqrt h-\sqrt w\,\theta\right),\qquad \tan\theta=\sqrt{h/w}.
\]

The model takes the transmission as \(T=e^{-2S}\) below the barrier top and \(T=1\) above it. For equal masses on both sides, matching to a metal of wave number \(k_m\) would multiply \(e^{-2S}\) by \(4\kappa k_m/(\kappa^2+k_m^2)\), with \(\kappa=\sqrt{2mh}\). At the Fermi energy and normal incidence \(h=\phi\), so this factor does not depend on the gate. It is set to one there, and the model keeps that value at all energies and angles. A numerical solution of the Schrödinger equation, with \(k_m\) chosen to make the factor one, was compared with \(e^{-2S}\) at three densities. The WKB values are 3 to 5 per cent above the numerical ones.

**How strongly the gate acts.** Hold the electron's normal energy \(\varepsilon\) relative to the Fermi level fixed. Then \(w=u+\varepsilon\) changes with the gate, while \(h=\phi-\varepsilon\) does not. From \(\tan\theta=\sqrt{h/w}\) and \(\cos^2\theta=w/(w+h)\),

\[
\frac{d\theta}{dw}=-\frac{\sqrt h}{2\sqrt w\,(w+h)},\qquad
\frac{d(\sqrt w\,\theta)}{dw}=\frac{1}{2\sqrt w}\left(\theta-\frac{\sqrt{hw}}{w+h}\right)
=\frac{\theta-\sin\theta\cos\theta}{2\sqrt w}.
\]

Because \(dw=du\), it follows that

\[
\frac{\partial\ln T}{\partial\ln u}=\frac{u}{w}\,2\lambda\sqrt{2mw}\,(\theta-\sin\theta\cos\theta).
\]

For degenerate carriers \(u\propto n\propto V\). At the Fermi energy \(w=u\), and the logarithmic gate slope of the transmission is

\[
s_0=2\lambda k_F(\theta-\sin\theta\cos\theta),\qquad k_F=\sqrt{2mu},\quad \tan\theta=\sqrt{\phi/u}.
\]

At \(n=10^{-3}\) Å\(^{-2}\), reached at \(V=2\) eV, the Fermi energy is \(u=0.0479\) eV. Then \(k_F=0.0793\) Å\(^{-1}\) and \(\theta=1.007\), which give \(s_0=3.53\).

**Contact resistance.** A small bias shifts the occupation of incoming states by the bias times \(-\partial f/\partial E\). The conductance of one contact per width is therefore

\[
\frac{G_1}{W}=g\int_{k_z>0}\frac{d^2k}{(2\pi)^2}\,v_z\,T\left(-\frac{\partial f}{\partial E}\right).
\]

For \(T=1\) and low temperature this reduces to \(gk_F/2\pi^2=0.00803\) \(e^2/(\hbar\,\text{Å})\), a limit the numerical integral reproduces. The two contacts are added in series as \(R_c=2/G_1\), which assumes that scattering in the long channel destroys coherence between them and returns the carriers to a thermal distribution. This sum counts the resistance of a fully open contact once too often. That excess, about 125 Å \(\hbar/e^2\) after multiplication by \(W\), is negligible in the cold device below.

**The extracted mobility.** Let \(\mu=50\) Å\(^2e/\hbar\), \(L=10^5\) Å, \(C=5\times10^{-4}\) electrons/(Å\(^2\) eV) and \(kT=0.002\) eV. Taken literally, these values do not describe a real metallic channel. With mean free path \(\ell\), band transport needs \(k_F\ell\gg1\), but here \(k_F\ell=k_F^2\mu=0.31\), and such a channel would be localized at this temperature of 23 K. The channel resistance depends only on \(L/\mu\), however. Taking \(\mu=5000\) Å\(^2e/\hbar\) and \(L=10^7\) Å (1 mm) leaves every resistance and mobility ratio below unchanged and gives \(k_F\ell=31\), with a mean free path of about 400 Å, well above \(\lambda\). The mobilities and channel lengths quoted below should then be read as multiplied by 100. At the density above,

\[
WR_{\rm ch}=\frac{10^5}{10^{-3}\times50}=2.000\times10^6,\qquad
WR_c=0.982\times10^6,
\]

both in Å \(\hbar/e^2\). The full average over angle and energy gives \(s=-d\ln R_c/d\ln V=3.725\), close to the single-electron value \(s_0\). Since \(dR_{\rm ch}/dV=-R_{\rm ch}/V\) and \(dR_c/dV=-sR_c/V\),

\[
\frac1W\frac{dG}{dV}=\frac{WR_{\rm ch}+sWR_c}{V(WR_{\rm ch}+WR_c)^2}
=\frac{(2.000+3.725\times0.982)\times10^6}{2\times(2.982\times10^6)^2}
=3.18\times10^{-7}.
\]

Multiplying by \(L/C=2\times10^8\) gives \(\mu_{\rm FE}=63.6\) Å\(^2e/\hbar\), or 9.67 cm\(^2\)/(V s). The true value is 50 Å\(^2e/\hbar\), or 7.60 cm\(^2\)/(V s). The contacts take a third of the voltage, and the mobility is still overestimated by 27 per cent of its true value.

## The general statement

Let the channel mobility be constant, the charge linear in overdrive, the bias infinitesimal, and the contacts in series with the channel. Define

\[
x=\frac{R_c}{R_{\rm ch}}>0,\qquad s=-\frac{d\ln R_c}{d\ln V}.
\]

Then

\[
\boxed{\frac{\mu_{\rm FE}}{\mu}=\frac{1+sx}{(1+x)^2}},\qquad
\mu_{\rm FE}>\mu\ \text{ if and only if }\ s>2+x .
\]

**Proof.** The slope found above did not depend on the contact model:

\[
\frac{dG}{dV}=\frac{R_{\rm ch}+sR_c}{V(R_{\rm ch}+R_c)^2}
=\frac{1+sx}{VR_{\rm ch}(1+x)^2}.
\]

Because \(R_{\rm ch}=L/(WCV\mu)\), the factor \(L/(WC)\) equals \(\mu VR_{\rm ch}\). Multiplication gives the stated ratio. Subtracting one,

\[
\frac{\mu_{\rm FE}}{\mu}-1=\frac{1+sx-1-2x-x^2}{(1+x)^2}=\frac{x(s-2-x)}{(1+x)^2},
\]

whose sign is that of \(s-2-x\). ∎

A gate-independent contact has \(s=0\) and gives \(1/(1+x)^2<1\), the familiar underestimate. Gate dependence alone does not reverse it: a contact resistance falling as \(V^{-2}\) or more slowly still gives an underestimate. In the example \(x=0.491\), so the threshold for \(s\) is 2.491, and 3.725 exceeds it. If the contact resistance is frozen at its value at this gate voltage, the ratio drops to 0.450. The remaining 0.823 of the computed 1.273 is the term \(sx/(1+x)^2\), the transconductance of the contacts themselves.

## Channel length

At fixed gate voltage \(s\) does not depend on \(L\), while \(x\propto1/L\). Differentiating the ratio,

\[
\frac{d}{dx}\frac{1+sx}{(1+x)^2}=\frac{s(1+x)-2(1+sx)}{(1+x)^3}=\frac{s-2-sx}{(1+x)^3}.
\]

For \(s>2\) the maximum is at \(x=(s-2)/s\). There \(1+sx=s-1\) and \(1+x=2(s-1)/s\), so

\[
\left(\frac{\mu_{\rm FE}}{\mu}\right)_{\max}=\frac{s^2}{4(s-1)} .
\]

With \(s=3.725\) this is 1.273, reached at \(L=1.06\times10^5\) Å; the example lies almost at the length of greatest overestimate. At \(10^4\) Å the ratio is 0.552, at \(10^6\) Å it is 1.075, and at \(10^7\) Å it is 1.008. For small \(x\) the ratio is \(1+(s-2)x\) to first order, so with \(s>2\) a long device approaches the true mobility from above. An extracted mobility that rises with length is therefore not necessarily still below the true value.

## The excess is paid for near threshold

Since \(G\) vanishes at the true threshold, integrating the definition of \(\mu_{\rm FE}\) gives its mean between threshold and \(V\):

\[
\frac1V\int_0^V\mu_{\rm FE}\,dV'=\frac{L\,G(V)}{WCV}=\frac{\mu}{1+x}<\mu .
\]

In the example this mean is \(0.67\mu\). The steep part of the transfer curve makes up some of the current suppressed nearer threshold. The overestimate starts at \(n=6.4\times10^{-4}\) Å\(^{-2}\) and peaks near \(1.02\times10^{-3}\) Å\(^{-2}\). It does not end within the density scan: at \(2\times10^{-3}\) Å\(^{-2}\) the slope \(s\) is still 3.4 and the ratio 1.09, and the excess fades mainly because \(x\) shrinks. Quoting the mobility at maximum transconductance selects the peak.

The tangent to the transfer curve meets zero current at a displaced threshold. Using \(G/(dG/dV)=V(1+x)/(1+sx)\), the displacement is

\[
\Delta V=V-V\frac{1+x}{1+sx}=V\frac{(s-1)x}{1+sx},
\]

here 0.95 eV out of 2 eV. A mobility computed from the current and this extrapolated threshold does not provide an independent check: by construction \(G/(V-\Delta V)=dG/dV\), so it repeats the same error. A positive displacement is a warning but not a proof, since it needs only \(s>1\).

## Temperature can imitate a mobility change

At \(kT=0.026\) eV, with the same barrier and the same true mobility, the reference density gives \(x=0.0038\), \(s=0.47\) and a ratio of 0.994. The largest ratio on the density scan is 0.998, reached at its low-density end rather than at a peak. At \(kT=0.007\) eV it is 1.048, and at 0.002 eV it is 1.273. Strong cooling therefore raises the largest apparent mobility although \(\mu\) is constant. The change is not monotonic: at 0.015 eV the largest ratio is 0.992, and the steady rise begins below that.

The reason lies in the energy at which carriers cross. At fixed \(H\), \(\cos\theta=\sqrt{w/H}\) gives \(d\theta/dw=-1/(2\sqrt{wh})\), and hence

\[
\frac{d(-2S)}{dw}=4\lambda\sqrt{2m}\left(\frac1{2\sqrt h}+\frac{\theta}{2\sqrt w}-\frac{1}{2\sqrt h}\right)=\frac{2\lambda\sqrt{2m}\,\theta}{\sqrt w}.
\]

At the reference Fermi energy of the cold device this is \(2\lambda k_F\theta/u\approx133\) eV\(^{-1}\). In the cold device the thermal tail falls faster, at \(1/kT=500\) eV\(^{-1}\), and conduction stays near the Fermi level. In the warm device \(1/kT\approx38\) eV\(^{-1}\), and the current moves up towards the barrier top, where \(\theta\) is small. There \(\theta-\sin\theta\cos\theta\approx2\theta^3/3\), so the gate has little hold on the transmission. This brings \(s\) below 2 and removes the overestimate. The ratio nevertheless stays close to one because the transmission at these energies is high and \(x\) is small: even the cold \(s=3.725\) with the warm \(x=0.0038\) would give only 1.006.

This temperature trend belongs to a pinned barrier of fixed \(\phi\) and \(\lambda\). If the gate also lowers \(\phi\), warm contacts may be steep too; the criterion \(s>2+x\) still decides. The model also omits interface states, hysteresis, scattering inside the barrier, and reflection near and above the barrier top. This reflection hardly affects the cold device but roughly doubles the warm contact resistance, so the warm \(x\) and \(s\) are rough values.

Image-force lowering is omitted too, and it is not small for so low and thin a barrier. With a relative permittivity of 10 the image potential is \(-0.36/z\) eV, with \(z\) in Å. Added to \(E_c(z)\) at the reference density, it brings the barrier top from 0.12 eV down to about 0.05 eV above the Fermi level, and most of the overestimate at this channel length disappears. The example shows that a tunnelling contact can be steep enough; it does not predict the size of the error in a particular device.

## What must be measured

If \(\mu\) itself varies with the gate, even a device without contact resistance gives \(\mu_{\rm FE}=d(V\mu)/dV=\mu+V\,d\mu/dV\), and the boxed ratio no longer applies. Contact errors must be separated from this effect.

Voltage probes that do not disturb the channel measure its resistance without \(R_c\). Alternatively, devices of several lengths with reproducible contacts can be compared at equal \(n\): then \(WR_{\rm total}=L/(n\mu)+WR_c\), and the slope against \(L\) is \(1/(n\mu)\), whatever the value of \(s\). Equal density requires equal overdrive from each device's true threshold, not from its tangent threshold. The numerical output below gives the main values used here.

## Numbers as computed

```
effective mass: 0.5 electron masses; degeneracy: 2
barrier height: 0.120 eV; barrier length: 40.0 angstrom
true mobility: 50.00 angstrom^2 e/hbar
true mobility converted: 7.596 cm^2/(V s)
channel length: 1.000e+05 angstrom
gate capacitance: 5.000e-04 electrons/(angstrom^2 eV)
density of states: 0.02089 1/(eV angstrom^2)
reference density: 1.000e-03 angstrom^-2
reference gate overdrive energy: 2.000 eV
degenerate Fermi energy: 0.04788 eV
Fermi wave number: 0.07927 angstrom^-1
barrier angle theta: 1.0074 rad
WKB exponent 2S at Fermi energy: 7.3018
normal-incidence gate exponent s0: 3.5253
n=5.00e-04 angstrom^-2: T wave=5.6137e-05, WKB=5.7782e-05
n=1.00e-03 angstrom^-2: T wave=6.4808e-04, WKB=6.7436e-04
n=1.50e-03 angstrom^-2: T wave=2.5810e-03, WKB=2.7203e-03
open contact conductance: 0.008026 e^2/(hbar angstrom)
mode-count conductance: 0.008031 e^2/(hbar angstrom)
kT=0.002 eV: largest mobility ratio on scan=1.2728
kT=0.007 eV: largest mobility ratio on scan=1.0483
kT=0.026 eV: largest mobility ratio on scan=0.9977
scan density range: 2.00e-04 to 2.00e-03 angstrom^-2
cold, both contacts R*W: 9.8216e+05 angstrom hbar/e^2
cold, channel R*W: 2.0000e+06 angstrom hbar/e^2
cold reference: x=0.4911, s=3.7250, ratio=1.2725
cold extracted mobility: 63.627 angstrom^2 e/hbar
cold extracted, converted: 9.667 cm^2/(V s)
frozen-contact mobility ratio: 0.4498
warm reference: x=0.00376, s=0.4689, ratio=0.9943
cold overestimate starts at density: 6.4190e-04 angstrom^-2
cold peak density: 1.0155e-03 angstrom^-2
cold peak: x=0.4710, s=3.7243, ratio=1.2728
cold peak mobility: 63.640 angstrom^2 e/hbar
cold peak converted: 9.669 cm^2/(V s)
cold, length 1.0e+04 angstrom: mobility ratio=0.5522
cold, length 1.0e+05 angstrom: mobility ratio=1.2725
cold, length 1.0e+06 angstrom: mobility ratio=1.0748
cold, length 1.0e+07 angstrom: mobility ratio=1.0084
length of largest ratio at reference: 1.0605e+05 angstrom
largest ratio over length: 1.2730
mean mobility ratio from threshold: 0.6703
tangent threshold displacement: 0.9460 eV
```
